# How much one hydrogen recombination heats a nanometre silicon particle

## Question

Silicon particles a few nanometres across form in the gas when silane is decomposed in a plasma. Hydrogen atoms strike them, and pairs of atoms leave the surface as H₂. Forming the molecule from two free atoms releases about 4.5 eV. If all of this energy stays in a particle 2 nm in diameter, how far does its temperature rise? How does the rise depend on size, and what could change the answer?

## Answer: the energy balance

The rise is about 80 K. In the classical estimate for a bare particle it falls as the inverse cube of the diameter; hydrogen on the surface makes the fall somewhat slower. Two quantities are needed: the number of atoms that share the energy, and the energy each must receive to become one kelvin hotter.

**The number of atoms.** Take the particle to be a sphere of diameter $d$ with the density of bulk silicon. The cubic cell of the diamond lattice has side $a$ and holds 8 atoms, so

$$
N=\frac{\pi d^3}{6}\,\frac{8}{a^3}.
$$

With $d=2$ nm the volume is 4.189 nm³. With the rough value $a=0.543$ nm there are 50.0 atoms per nm³, and $N=209$.

A sphere cut from a lattice does not hold a fixed number of atoms, since the count depends on where its centre lies. Counting the lattice sites inside 2000 spheres of this size with random centres gives a mean of 209.2 and a standard deviation of 2.7. The graininess of the lattice therefore typically changes the count by little more than one per cent. Symmetric centres can deviate more: a sphere centred on an atom holds only 191.

**The heat capacity.** For small displacements, the vibrations of the particle are independent harmonic oscillators. The energy of each is a sum of two squares, one for the momentum and one for the displacement. Let one such term be $\tfrac12 s x^2$, with $s>0$, and let $\beta=1/(k_BT)$. In classical statistics its Boltzmann integral is

$$
Z=\int_{-\infty}^{\infty}e^{-\beta s x^2/2}\,dx=\sqrt{\frac{2\pi}{\beta s}} .
$$

Differentiating $\ln Z$ with respect to $\beta$ brings down minus the energy, so the mean energy of the term is

$$
-\frac{d\ln Z}{d\beta}=\frac{1}{2\beta}=\frac{k_BT}{2}.
$$

The stiffness $s$ has dropped out. Soft and stiff modes hold the same mean energy, $k_BT$ for the two terms together. If all $3N$ coordinates are counted as vibrations, then

$$
U=3Nk_BT,\qquad C=\frac{dU}{dT}=3Nk_B .
$$

**The temperature rise.** Let the energy $E$ go entirely into these vibrations, before the surroundings remove any of it. Since $C$ is constant, $E=C\,\Delta T$. Inserting $N$, and using $3\cdot(\pi/6)\cdot 8=4\pi$, gives

$$
\Delta T=\frac{E}{3Nk_B}=\frac{E\,a^3}{4\pi k_B d^3}.
$$

For the 2 nm particle, $C=3\times209.3\times8.617\times10^{-5}$ eV/K $=0.0541$ eV/K, and

$$
\Delta T=\frac{4.5\ \text{eV}}{0.0541\ \text{eV/K}}=83\ \text{K}.
$$

The particle as a whole can also move and rotate freely. These six motions have no restoring force and are not vibrations. Leaving them out replaces $3N=627$ by $621$ for a particle of 209 atoms, and raises the result from 83 K to 84 K.

## How the rise scales

The starting temperature does not appear in the classical formula. The rise is proportional to the energy retained: if the departing molecule carries off a quarter of it as motion, vibration or rotation, the rise is a quarter smaller.

The dependence on diameter is much stronger. Doubling $d$ to 4 nm gives eight times as many atoms and a rise of 10 K. An error in diameter matters for the same reason. A particle of 1.8 nm would warm by 37 % more than one of 2 nm, and a particle of 2.2 nm by 25 % less.

## What temperature means for 209 atoms

In contact with a gas, the energy of a small particle fluctuates, and the rise is worth comparing with these fluctuations. The second derivative of $\ln Z$ gives the variance of the energy of one squared term:

$$
\frac{d^2\ln Z}{d\beta^2}=\frac{1}{2\beta^2}=\frac{(k_BT)^2}{2}.
$$

The variances of $6N$ independent terms add up to $3N(k_BT)^2$. The standard deviation of the energy is therefore $k_BT\sqrt{3N}$. Dividing by $C=3Nk_B$ expresses it as a temperature:

$$
\sigma_T=\frac{T}{\sqrt{3N}} .
$$

At 300 K this is 12 K. One recombination thus moves the particle by about seven standard deviations, well outside its ordinary thermal fluctuation. In energy terms, the classical vibrations hold $0.0541\times300=16$ eV at 300 K, and the recombination adds 4.5 eV to that.

## Quantum vibrations raise the answer

The classical heat capacity requires the quantum $hf$ of each vibration to be small compared with $k_BT$. Measured from the ground state, an oscillator of frequency $f$ has the mean energy

$$
u(f,T)=\frac{hf}{e^{x}-1},\qquad x=\frac{hf}{k_BT}.
$$

For small $x$, $x/(e^x-1)=1-x/2+x^2/12-\dots$, and therefore

$$
u=k_BT-\frac{hf}{2}+\frac{(hf)^2}{12k_BT}-\dots
$$

The second term does not depend on temperature. Differentiating the others gives

$$
\frac{\partial u}{\partial T}=k_B\left(1-\frac{x^2}{12}+\dots\right).
$$

The heat capacity of a mode lies below $k_B$, and the shortfall grows with frequency. A smaller heat capacity means a larger temperature rise.

To find the size of the effect, the frequencies of an actual cluster are needed. The Keating model assigns an energy to changes in bond lengths and bond angles:

$$
V=\frac{3}{8b^2}\left[\alpha_s\sum_{\text{bonds}}(r^2-b^2)^2+\beta_s\sum_{\text{angles}}\left(\mathbf r_1\!\cdot\mathbf r_2+\frac{b^2}{3}\right)^2\right].
$$

Here $b=\sqrt3\,a/4$ is the ideal bond length, $r$ is an actual one, and $\mathbf r_1,\mathbf r_2$ are two bonds leaving the same atom. For bonds of ideal length, the second bracket vanishes at the tetrahedral angle, whose cosine is $-1/3$. The spring constants $\alpha_s=45$ N/m and $\beta_s=12$ N/m are rough values for silicon.

The cluster is a 2 nm sphere cut from the lattice, without atoms held by fewer than two bonds, and with its centre chosen so that 209 atoms remain. Diagonalizing the matrix of second derivatives of $V$, divided by the atomic mass, gives six zero frequencies and 621 vibrations between 1.40 and 15.5 THz. At 300 K the highest has $x\approx2.5$, and its heat capacity is only about $0.6\,k_B$. The lowest has $x\approx0.2$ and is nearly classical.

The rise then follows from the energy balance

$$
\sum_{i=1}^{621}\left[u(f_i,T_0+\Delta T)-u(f_i,T_0)\right]=E,
$$

solved numerically for $\Delta T$. Starting from $T_0=300$ K it gives 98 K, which is 17 % above the classical 84 K for the same 621 vibrations. Starting from 900 K, a temperature typical of thermal deposition, it gives 86 K, only 2 % above. For a bare particle, the classical estimate is therefore good to a few per cent at 900 K and somewhat low at room temperature. The sign of the small correction at 900 K is beyond a harmonic model: the measured heat capacity of bulk silicon there is about 4 % above $3k_B$ per atom, which would give a rise near 81 K, slightly below the classical value. From 300 K the measured bulk heat capacity gives 99 K, close to the cluster result.

## Surface hydrogen lowers it again

A particle exposed to atomic hydrogen does not have a bare surface. The model cluster has 136 cut bonds. Suppose each carries one hydrogen atom, and give each of these one stretching vibration near 2100 cm⁻¹ and two bending vibrations near 640 cm⁻¹, all rough values. At 300 K the stretching mode has $x\approx10$ and takes up almost no heat. Each bending mode has $x\approx3$ and contributes about half of $k_B$.

With these modes added to the sum, the rise from 300 K is 77 K instead of 98 K. The ratio $E/(k_B\Delta T)$ shows why. It is the mean heat capacity over the rise, in units of $k_B$:

- 628 for the classical estimate;
- 531 for the bare quantum cluster;
- 679 for the hydrogen-covered quantum cluster.

Quantum freezing removes about 90 units from the 621 vibrations of the bare cluster, and hydrogen adds about 150, or 1.1 for each hydrogen atom. The simple estimate lies close to the last result because two corrections of opposite sign partly cancel. The cancellation is poorer in a hotter particle, where the hydrogen modes take up more heat and the silicon modes are less frozen. It also depends on size: hydrogen sits on the surface, so its share of the heat capacity falls roughly as $1/d$, while quantum freezing also affects the interior.

For a particle that starts at 300 K, counting the hydrogen in a fully classical estimate would be worse than leaving it out. It would give $3\times(209+136)=1035$ modes and a rise of only 50 K, because it would assign a full $k_B$ to every mode, although the stretching modes are frozen and the bending modes and stiffer silicon modes are partly frozen. In a hotter particle the order is reversed, and leaving the hydrogen out is the larger error: with every cut bond still covered, the quantum rise is 65 K from 500 K and 57 K from 900 K, where the bending modes are nearly classical. Hot silicon loses hydrogen by thermal desorption, so full cover at 900 K is a limiting case.

## Does the energy arrive at once?

On a surface, recombination commonly takes two steps. First a hydrogen atom binds to a silicon atom with a free bond. Later a second atom arrives from the gas and removes the first as H₂. With a rough Si–H bond energy of 3.3 eV, the first step releases 3.3 eV. The second must break that bond and form the molecule, so it releases $4.5-3.3=1.2$ eV. In the classical estimate the two rises are 61 K and 22 K, if each step leaves all its energy in the particle. In the second step the departing molecule can carry off much of the 1.2 eV, so the 22 K is an upper value, and the mean heating found below assumes the same full retention.

They add up to 83 K if the second step follows before the particle has cooled. Whether it does depends on the gas.

**The impact rate.** Let the gas have number density $n$, atomic mass $m$ and temperature $T_g$. Its mean free path at low pressure is far larger than the particle, so atoms arrive independently. With $v$ the velocity component towards the surface, the number striking unit area per unit time is

$$
n\sqrt{\frac{m}{2\pi k_BT_g}}\int_0^\infty v\,e^{-mv^2/2k_BT_g}\,dv
=n\sqrt{\frac{k_BT_g}{2\pi m}}=\frac{n\bar v}{4},
$$

where $\bar v=\sqrt{8k_BT_g/\pi m}$ is the mean speed. If the gas atoms are treated as points, the area they can strike is the surface area $\pi d^2$, and the impact rate is $R=n\bar v\,\pi d^2/4$.

**The energy per impact.** Fast atoms arrive more often, which gives the normal motion a weight $v\,dv$. This is proportional to $d\varepsilon$, with $\varepsilon=mv^2/2$. The mean normal energy of arriving atoms is thus

$$
\frac{\int_0^\infty\varepsilon\,e^{-\varepsilon/k_BT_g}d\varepsilon}{\int_0^\infty e^{-\varepsilon/k_BT_g}d\varepsilon}=k_BT_g .
$$

The two tangential directions add $k_BT_g/2$ each, for a total of $2k_BT_g$. If an atom comes fully to the particle temperature $T$ before leaving, it carries away $2k_BT$. The net loss per impact is $2k_B(T-T_g)$, and

$$
C\frac{dT}{dt}=-2k_BR\,(T-T_g).
$$

The excess temperature decays exponentially with the time constant

$$
\tau=\frac{C}{2k_BR}=\frac{3N}{2R}=\frac{8d}{a^3n\bar v}.
$$

In argon at 1 Torr and 300 K, the 2 nm particle is struck once every 25 ns. Cooling takes $3N/2=314$ impacts, so $\tau=7.8$ µs. Real argon atoms are not small beside such a particle. If, as a rough assumption, their centres turn back 0.27 nm outside the sphere, the area they can strike is $(1.27)^2\approx1.6$ times larger, and $\tau$ falls to about 5 µs. Attraction between argon and the particle, left out here, draws in passing atoms and shortens $\tau$ further. The numbers below keep the simpler point-atom estimate. If atoms exchange only part of their energy, cooling is slower in proportion.

The slowest vibration of the cluster has a period of 0.7 ps, so tens of thousands of periods pass between two argon impacts. It is reasonable to assume that the energy spreads over the vibrations in that time. The harmonic model cannot show this, because its modes do not exchange energy.

**The wait for the second atom.** Let one gas atom in a thousand be atomic hydrogen, and let one hydrogen impact in five lead to binding or removal. These are rough choices. Such a step then occurs every 19.7 µs on average, longer than the cooling time. If steps occur at random with mean interval $t_H$, the mean fraction of the first rise that survives until the second step is

$$
\int_0^\infty e^{-t/\tau}\,e^{-t/t_H}\frac{dt}{t_H}=\frac{\tau}{\tau+t_H}=\frac{7.8}{7.8+19.7}=0.28 .
$$

Under these conditions the particle usually shows two separate jumps, the larger near 60 K, and not one of 83 K. The full jump describes a recombination completed within a time much shorter than $\tau$.

## Many recombinations: a different scaling

The mean heating does not depend on how the energy is divided between the steps. One complete recombination contributes, over time, the area

$$
\int_0^\infty\Delta T\,e^{-t/\tau}\,dt=\tau\,\Delta T .
$$

Because the cooling law is linear, contributions from different events add. If $r$ molecules form per unit time, the mean excess temperature is

$$
\overline{T-T_g}=r\tau\,\Delta T .
$$

Each molecule uses two hydrogen atoms, so one forms every 39.4 µs, and the mean excess is $83\times7.8/39.4=16$ K.

Substituting $\tau=C/(2k_BR)$ and $\Delta T=E/C$ removes the heat capacity:

$$
\overline{T-T_g}=\frac{E}{2k_B}\frac{r}{R},\qquad
\frac rR=\frac{\gamma\,y}{2}\sqrt{\frac{m_{\rm Ar}}{m_{\rm H}}} .
$$

Here $y$ is the ratio of hydrogen atoms to argon atoms, $\gamma$ is the probability that a hydrogen impact leads to a step, and the square root is the ratio of mean speeds. With the gas atoms treated as points, the diameter and the pressure have cancelled. In this model, at fixed $y$ and $\gamma$, small and large particles have the same mean excess temperature, although their single jumps differ as $d^{-3}$.

What changes with size is the course of the temperature in time. The number of recombinations per cooling time, $r\tau$, grows as $d^2\cdot d=d^3$. It is 0.20 at 2 nm and reaches one near 3.4 nm. Well below that size the particle is mostly near the gas temperature and is heated in brief jumps. Well above it, many small jumps merge into a nearly steady excess.

## The estimate beside a real plasma

A pressure near 1 Torr and particles of a few nanometres are typical of silane–argon plasmas in which silicon powder forms. The atomic hydrogen fraction varies widely between reactors, and 0.1 % is only a round value; at 1 % the same linear model gives a mean excess of about 160 K. For a single fast recombination from 300 K that leaves all its energy in the particle, the assumption of classical vibrations on a bare particle still has to be corrected. This moves the 83 K to between 77 K, with every cut bond covered, and 98 K, with none covered. Real surfaces also rearrange their bonds, which reduces the number of places for hydrogen. Radiation is a smaller matter: a black sphere of this size at 383 K, in surroundings at 300 K, would lose heat at about a tenth of the initial rate of gas cooling. A plasma also brings ions and electrons to the surface, and their recombination is a further source of heat not included here.

All numerical values are calculated from the stated model.
